# Building the distinct row table for six electrons in six orbitals

**Question**

I am trying to learn the graphical unitary group approach and am stuck on an exercise. It asks for Shavitt's distinct row table for six electrons in six orbitals with $S=0$, and wants me to confirm that it has 30 rows and 175 walks by using "lower-walk weights".

I started from $(a,b,c)=(0,0,0)$ and applied the four allowed steps six times, throwing away anything with a negative entry. Counting all levels from 0 to 6, I end up with 84 different triples, not 30. Which ones should go, and why? I also don't see what the weights are, or why adding them up should count spin states. Could someone go through the whole construction?

**Answer**

Your 84 triples are all legitimate descriptions of *some* partly filled set of orbitals. Most of them cannot be completed to six electrons in six orbitals with zero spin. The table keeps those that can.

**What a row and a step mean**

Add the orbitals one at a time. After $k$ orbitals there are $N_k$ electrons, coupled to spin $S_k$. A row records this as

$$a=\tfrac12N_k-S_k,\qquad b=2S_k,\qquad c=k-a-b .$$

The next orbital can be empty, singly occupied with the spin going up or down by $\tfrac12$, or doubly occupied. A doubly occupied orbital is a singlet pair and leaves the spin alone. The changes follow from $\Delta a=\tfrac12\Delta N-\Delta S$, $\Delta b=2\Delta S$ and $\Delta c=1-\Delta a-\Delta b$:

| $d$ | $\Delta N$ | $\Delta S$ | $(\Delta a,\Delta b,\Delta c)$ |
|---|---|---|---|
| 0 | 0 | 0 | $(0,0,1)$ |
| 1 | 1 | $+\frac12$ | $(0,1,0)$ |
| 2 | 1 | $-\frac12$ | $(1,-1,1)$ |
| 3 | 2 | 0 | $(1,0,0)$ |

A walk is a sequence of six such steps from the tail $(0,0,0)$ to the head. For $N=6$, $S=0$ and six orbitals, the head has $a=3$, $b=0$ and $c=6-3-0=3$, so it is $(3,0,3)$. Each walk specifies one configuration state function (CSF), a spin-adapted state with given occupations and given intermediate spins. I assume no restriction on the occupations and no use of spatial symmetry.

**Which triples survive**

Look at two sums. On an upward step $d=0,1,2,3$,

- $a+b$ changes by $0,1,0,1$;
- $b+c$ changes by $1,1,0,0$.

Neither can decrease, and both equal 3 at the head. Every row on a complete walk therefore satisfies

$$a+b\le3,\qquad b+c\le3 .$$

The first condition is $\tfrac12N_k+S_k\le3$, or $6-N_k\ge2S_k$: enough electrons must remain to cancel the spin built up so far. The second is the same requirement for holes, since the $6-k$ remaining orbitals must hold $2(6-k)-(6-N_k)\ge2S_k$ vacancies.

The conditions are also sufficient. From an allowed $(a,b,c)$, take $b$ steps of type 2. This gives $(a+b,0,b+c)$. Then $3-a-b$ steps of type 3 and $3-b-c$ steps of type 0 lead to $(3,0,3)$. In the other direction, any non-negative triple can be reached from the tail by $a$ steps of type 3, $b$ of type 1 and $c$ of type 0.

Now count. For fixed $b$, both $a$ and $c$ run independently from 0 to $3-b$, which gives $(4-b)^2$ rows:

$$\sum_{b=0}^{3}(4-b)^2=16+9+4+1=30 .$$

Your upward construction imposed only $a,b,c\ge0$ and $a+b+c\le6$. The number of triples at level $k$ is then $(k+1)(k+2)/2$, and $1+3+6+10+15+21+28=84$. The easy cure is to build the table from the head downwards, subtracting the step vectors and dropping negative entries. Every triple obtained that way is connected to the head by construction, and to the tail by the argument above.

**The table**

I number the rows $j$ from the head down, and within a level by falling $a$, then falling $b$. The links give the row reached by going down with $d=0,1,2,3$, in that order; a dash means that the step is impossible. The columns $x$ and $\bar x$ are explained below.

| $j$ | $k$ | $a\,b\,c$ | links | $x$ | $\bar x$ |
|---|---|---|---|---|---|
| 1 | 6 | 3 0 3 | 2, –, 3, 4 | 175 | 1 |
| 2 | 5 | 3 0 2 | 5, –, 6, 7 | 50 | 1 |
| 3 | 5 | 2 1 2 | 6, 7, 8, 9 | 75 | 1 |
| 4 | 5 | 2 0 3 | 7, –, 9, 10 | 50 | 1 |
| 5 | 4 | 3 0 1 | 11, –, 12, 13 | 10 | 1 |
| 6 | 4 | 2 1 1 | 12, 13, 14, 15 | 20 | 2 |
| 7 | 4 | 2 0 2 | 13, –, 15, 16 | 20 | 3 |
| 8 | 4 | 1 2 1 | 14, 15, 17, 18 | 15 | 1 |
| 9 | 4 | 1 1 2 | 15, 16, 18, 19 | 20 | 2 |
| 10 | 4 | 1 0 3 | 16, –, 19, 20 | 10 | 1 |
| 11 | 3 | 3 0 0 | –, –, –, 21 | 1 | 1 |
| 12 | 3 | 2 1 0 | –, 21, –, 22 | 3 | 3 |
| 13 | 3 | 2 0 1 | 21, –, 22, 23 | 6 | 6 |
| 14 | 3 | 1 2 0 | –, 22, –, 24 | 3 | 3 |
| 15 | 3 | 1 1 1 | 22, 23, 24, 25 | 8 | 8 |
| 16 | 3 | 1 0 2 | 23, –, 25, 26 | 6 | 6 |
| 17 | 3 | 0 3 0 | –, 24, –, – | 1 | 1 |
| 18 | 3 | 0 2 1 | 24, 25, –, – | 3 | 3 |
| 19 | 3 | 0 1 2 | 25, 26, –, – | 3 | 3 |
| 20 | 3 | 0 0 3 | 26, –, –, – | 1 | 1 |
| 21 | 2 | 2 0 0 | –, –, –, 27 | 1 | 10 |
| 22 | 2 | 1 1 0 | –, 27, –, 28 | 2 | 20 |
| 23 | 2 | 1 0 1 | 27, –, 28, 29 | 3 | 20 |
| 24 | 2 | 0 2 0 | –, 28, –, – | 1 | 15 |
| 25 | 2 | 0 1 1 | 28, 29, –, – | 2 | 20 |
| 26 | 2 | 0 0 2 | 29, –, –, – | 1 | 10 |
| 27 | 1 | 1 0 0 | –, –, –, 30 | 1 | 50 |
| 28 | 1 | 0 1 0 | –, 30, –, – | 1 | 75 |
| 29 | 1 | 0 0 1 | 30, –, –, – | 1 | 50 |
| 30 | 0 | 0 0 0 | –, –, –, – | 1 | 175 |

**Lower-walk weights**

The lower-walk weight $x$ of a row is the number of different walks from the tail up to that row. The last step of such a walk came through exactly one of the linked rows below, so the weight is the sum of their weights:

$$x(a,b,c)=x(a,b,c-1)+x(a,b-1,c)+x(a-1,b+1,c-1)+x(a-1,b,c),$$

with $x(0,0,0)=1$ and zero for any row with a negative entry. The four terms belong to $d=0,1,2,3$.

Fill the column from the bottom. The three rows at level 1 each have weight 1. At level 2, row 23 gets $1+1+1=3$, while rows 22 and 25 each get $1+1=2$; the other three rows have a single link and weight 1. At level 3, row 15 gets $2+3+1+2=8$, row 13 gets $1+2+3=6$, and the rest follow in the same way. At level 4,

$$\begin{aligned}
x_5&=1+3+6=10, & x_6&=3+6+3+8=20,\\
x_7&=6+8+6=20, & x_8&=3+8+1+3=15,\\
x_9&=8+6+3+3=20, & x_{10}&=6+3+1=10 .
\end{aligned}$$

At level 5,

$$x_2=10+20+20=50,\quad x_3=20+20+15+20=75,\quad x_4=20+20+10=50,$$

and at the head $x_1=50+75+50=175$.

The upper-walk weight $\bar x$ counts the walks from a row to the head. It is found by starting with $\bar x_1=1$ and passing each row's value down along its links. Since every complete walk crosses a given level once, $\sum x\bar x$ over that level must be 175. This checks the additions in a handmade table, but not the links: the sums agree from level to level for any set of links, and a link drawn to a wrong row with the same $x$ (row 26 to row 27 instead of row 29, say) leaves every sum at 175. At level 3, for instance, the sum is

$$1+9+36+9+64+36+1+9+9+1=175 .$$

**Why this counts spin states**

You can count the spin states without any graph. Take $k$ orbitals with $N_k$ electrons, and consider determinants with spin projection $M$. Each multiplet of spin $S'\ge M$ contributes one state to that $M$ sector. Subtracting the size of the $M=S+1$ sector from that of the $M=S$ sector therefore leaves the number of multiplets with spin $S$.

For $M=S$ there are $\tfrac12N_k+S=a+b$ up-spin and $\tfrac12N_k-S=a$ down-spin electrons. For $M=S+1$ these become $a+b+1$ and $a-1$. Because $k-(a+b)=c$, we have $\binom{k}{a+b}=\binom kc$ and $\binom{k}{a+b+1}=\binom{k}{c-1}$. The number of multiplets is thus

$$f(a,b,c)=\binom ka\binom kc-\binom k{a-1}\binom k{c-1}.$$

It remains to show that $f$ obeys the recursion for $x$. Write $A_i=\binom{k-1}{a-i}$ and $B_i=\binom{k-1}{c-i}$. Pascal's rule, $\binom ka=A_0+A_1$ and so on, gives

$$\begin{aligned}
f&=(A_0+A_1)(B_0+B_1)-(A_1+A_2)(B_1+B_2)\\
&=A_0B_0+A_0B_1+A_1B_0-A_1B_2-A_2B_1-A_2B_2,
\end{aligned}$$

where $A_1B_1$ has cancelled. The four rows below, in the order $d=0,1,2,3$, contribute

$$(A_0B_1-A_1B_2)+(A_0B_0-A_1B_1)+(A_1B_1-A_2B_2)+(A_1B_0-A_2B_1),$$

which is the same expression. The boundaries agree too. A binomial with a negative lower entry is zero, so $f=0$ for $a=-1$ or $c=-1$. For $b=-1$ the level is $k=a+c-1$, so $\binom ka=\binom k{c-1}$ and $\binom kc=\binom k{a-1}$, and the two products in $f$ cancel. Finally $f(0,0,0)=1$. Hence $x=f$ for every row.

The difference can be turned into a product. Using $\binom k{a-1}=\binom ka\frac{a}{k-a+1}$, the same identity for $c$, and $k=a+b+c$,

$$x=\binom ka\binom kc\,\frac{(b+c+1)(a+b+1)-ac}{(k-a+1)(k-c+1)} .$$

Multiplying out the numerator gives

$$b^2+ab+bc+2b+a+c+1=(b+1)(a+b+c+1)=(b+1)(k+1).$$

Since $\binom ka\frac1{k-a+1}=\frac1{k+1}\binom{k+1}a$, and likewise for $c$,

$$x(a,b,c)=\frac{b+1}{k+1}\binom{k+1}a\binom{k+1}c .$$

At the head this is $\frac17\cdot35\cdot35=175$. The determinant count says the same: $\binom63^2=400$ determinants have $M=0$ and $\binom64\binom62=225$ have $M=1$, with difference 175. The other 225 states at $M=0$ have higher spin. Their heads $(2,2,2)$, $(1,4,1)$ and $(0,6,0)$ give 189 triplets, 35 quintets and 1 septet.

**What else the weights do**

The weights also give each CSF an address. At a given row, define the arc weight $y_d$ as the sum of $x$ over the rows reached by smaller steps $d'<d$. Follow a walk down from the head, add the arc weights, and add 1.

Take the walk 312120, with steps listed from orbital 1 to orbital 6. Reading from the top, it visits rows 1, 2, 6, 13, 22, 27 and 30:

- orbital 6, $d=0$: weight 0;
- orbital 5, $d=2$: weight $x_5=10$;
- orbital 4, $d=1$: weight $x_{12}=3$;
- orbital 3, $d=2$: weight $x_{21}=1$;
- orbitals 2 and 1: weight 0, since no smaller step is possible.

Its number is $1+10+3+1=15$. The closed shell 333000 has number 1. The opposite extreme, 000333, has weights $125$, $40$ and $9$ from its top three steps, hence number 175.

No two walks share a number. At each row, the walks continuing through step $d$ fill a block of length $x$ of the row below, and $y_d$ is the total length of the earlier blocks. The blocks are adjacent and do not overlap, so the numbers run from 1 to 175 without gaps.

To go back from a number to a walk, subtract 1 and at each row take the largest possible $d$ whose $y_d$ does not exceed the remainder. For number 100 the remainder starts at 99. The chosen weights are 50, 40, 3, 6, 0, 0, with steps 2, 2, 1, 3, 0, 1 from the top. In orbital order the walk is 103122.

**How far the result carries**

For $2m$ electrons in $2m$ orbitals with $S=0$, the head is $(m,0,m)$ and the same row count gives

$$\sum_{b=0}^{m}(m+1-b)^2=\frac{(m+1)(m+2)(2m+3)}6 .$$

For $m=1$ there are 5 rows and $\frac13\cdot3\cdot3=3$ walks: two closed shells and one open-shell singlet. For large $m$ the rows grow as $m^3/3$, while the walks number $x(m,0,m)=\binom{2m+1}{m}^2/(2m+1)$. Here $\binom{2m+1}m=\frac{2m+1}{m+1}\binom{2m}m$, and Stirling's formula gives $\binom{2m}m\approx4^m/\sqrt{\pi m}$, so $\binom{2m+1}m\approx2\cdot4^m/\sqrt{\pi m}$ and the number of walks grows as $2\cdot16^m/(\pi m^2)$. The table is a compact description of a much larger basis.

The counts 30 and 175 belong to the full, unrestricted space. If you forbid some occupations, walks disappear and the closed formula for $x$ no longer applies. If every orbital belongs to a one-dimensional irreducible representation of the point group, each CSF has a definite spatial symmetry, so a calculation in one symmetry may need fewer than 175. With degenerate orbitals a single CSF need not have a definite symmetry, and linear combinations of CSFs may be needed to sort the space in this way. The Hamiltonian plays no part in either count: the table describes the basis, not the energies or the importance of individual CSFs.
